# Two derivations of the first-order Fröhlich polaron mass, part 2

An electron in a polar crystal carries a cloud of lattice polarization that raises its mass. The model has one electron in an isotropic parabolic band of mass $m$, coupled linearly to longitudinal optical phonons of single energy $\omega$. In atomic units,

$$
\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\sqrt{\frac{m}{2\omega}},\qquad |V_q|^2=\frac{4\pi\alpha\omega^2}{\Omega k_0q^2},
$$

with high-frequency and static permittivities $\varepsilon_\infty$, $\varepsilon_0$, crystal volume $\Omega$ and $k_0=\sqrt{2m\omega}$. The mass $m^*$ is defined by $1/m^*=d^2E/dk^2$ at $k=0$.

The first derivation expands the energy in $\alpha$. With $\mathbf k=k_0\mathbf x$ and phonon momentum $\mathbf q=k_0\mathbf s$,

$$
\frac{\Delta E}{\omega}=-\frac{\alpha}{2\pi^2}\int\frac{d^3s}{s^2}\,
\frac1{1+s^2-2\mathbf x\cdot\mathbf s},\qquad
\Delta E=-\alpha\omega\,\frac{\arcsin x}{x}.
$$

Expanding the integrand to order $x^2$ gives $1/m^*=(1/m)(1-\alpha/6)$, so $m^*=m(1+\alpha/6)$ to first order. Real phonon emission starts at $x=1$. The table's first two entries check $1/6$ numerically at finite momentum steps, $x=0.02$ and $x=0.1$. The next order is

$$
E_4/\omega=\alpha^2(-0.0159+0.00415x^2+\dots),\qquad
\frac{m^*}{m}=1+\frac\alpha6+0.0236\,\alpha^2+\dots
$$

With $n=1/(e^{\omega/k_BT}-1)$ thermal phonons per mode, $\Delta E$ is multiplied by $1+n$, the fractional mass shift at $k=0$ is $\alpha(1+n)/6$, and absorption gives the level width $\Gamma=2\alpha n\omega$.

The second derivation seeks the same first-order mass from the momentum of the cloud. A unitary transformation has removed the electron coordinate exactly. At fixed total momentum $\mathbf P$, with phonon operators $a_{\mathbf q}$ and phonon momentum $\mathbf Q=\sum_{\mathbf q}\mathbf q\,a^\dagger_{\mathbf q}a_{\mathbf q}$,

$$
H_{\mathbf P}=\frac{(\mathbf P-\mathbf Q)^2}{2m}
+\omega\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}
+\sum_{\mathbf q}\left(V_qa_{\mathbf q}+V_q^*a^\dagger_{\mathbf q}\right).
$$

For a vector $\mathbf u$ with $y=mu/k_0<1$, the first derivation supplies

$$
G(\mathbf u)=\sum_{\mathbf q}\frac{|V_q|^2}{\omega+q^2/2m-\mathbf q\cdot\mathbf u}
=\alpha\omega\,\frac{\arcsin y}{y}
=\alpha\omega+\frac{\alpha}{12}mu^2+\dots
$$

### A coherent cloud

Take as trial state a product of coherent states, $a_{\mathbf q}|f\rangle=f_{\mathbf q}|f\rangle$. Its mean phonon momentum is $\boldsymbol\Pi=\sum_{\mathbf q}\mathbf q|f_{\mathbf q}|^2$. To evaluate $\mathbf Q^2$, move the creation operators to the left:

$$
\mathbf Q^2=\sum_{\mathbf q,\mathbf q'}\mathbf q\cdot\mathbf q'\,
a^\dagger_{\mathbf q}a^\dagger_{\mathbf q'}a_{\mathbf q'}a_{\mathbf q}
+\sum_{\mathbf q}q^2a^\dagger_{\mathbf q}a_{\mathbf q},
\qquad
\langle\mathbf Q^2\rangle=\Pi^2+\sum_{\mathbf q}q^2|f_{\mathbf q}|^2 .
$$

The second sum comes from the commutator $[a_{\mathbf q},a^\dagger_{\mathbf q}]=1$. The trial energy is

$$
E=\frac{(\mathbf P-\boldsymbol\Pi)^2}{2m}
+\sum_{\mathbf q}\left(\omega+\frac{q^2}{2m}\right)|f_{\mathbf q}|^2
+\sum_{\mathbf q}\left(V_qf_{\mathbf q}+V_q^*f^*_{\mathbf q}\right).
$$

Make it stationary with respect to $f^*_{\mathbf q}$. Since $\partial\boldsymbol\Pi/\partial f^*_{\mathbf q}=\mathbf qf_{\mathbf q}$, the first term contributes $-\mathbf q\cdot(\mathbf P-\boldsymbol\Pi)f_{\mathbf q}/m$. Define $\mathbf u=(\mathbf P-\boldsymbol\Pi)/m$. The condition becomes

$$
\left(\omega+\frac{q^2}{2m}-\mathbf q\cdot\mathbf u\right)f_{\mathbf q}=-V_q^*,
\qquad
f_{\mathbf q}=-\frac{V_q^*}{D_{\mathbf q}},\qquad
D_{\mathbf q}=\omega+\frac{q^2}{2m}-\mathbf q\cdot\mathbf u .
$$

The vector $\mathbf u$ is the mean electron velocity: the operator $\mathbf p/m$ became $(\mathbf P-\mathbf Q)/m$, whose expectation value is $\mathbf u$. The definition of $\mathbf u$ divides the total momentum into two parts,

$$
\mathbf P=m\mathbf u+\boldsymbol\Pi,
$$

one carried by the electron and one by the cloud.

### The mass from the momentum balance

The cloud momentum follows from the amplitudes. Differentiating $1/D_{\mathbf q}$ with respect to $\mathbf u$ gives $\mathbf q/D_{\mathbf q}^2$, so

$$
\boldsymbol\Pi=\sum_{\mathbf q}\mathbf q\,\frac{|V_q|^2}{D_{\mathbf q}^2}
=\frac{\partial G}{\partial\mathbf u}
=\frac\alpha6\,m\mathbf u+\dots
$$

At small velocity the cloud carries $\alpha/6$ times the momentum of the electron itself. The total is

$$
\mathbf P=m\left(1+\frac\alpha6\right)\mathbf u .
$$

To confirm that this ratio is also the curvature mass, calculate the energy. Because $\omega+q^2/2m=D_{\mathbf q}+\mathbf q\cdot\mathbf u$, the phonon term equals $G+\mathbf u\cdot\boldsymbol\Pi$. The interaction term equals $-2G$. Thus

$$
E=\frac{mu^2}{2}+\mathbf u\cdot\boldsymbol\Pi-G .
$$

Inserting the small-velocity forms gives

$$
E=-\alpha\omega+\frac{mu^2}{2}\left(1+\frac\alpha3-\frac\alpha6\right)
=-\alpha\omega+\frac{mu^2}{2}\left(1+\frac\alpha6\right)
=-\alpha\omega+\frac{P^2}{2m(1+\alpha/6)} .
$$

The last step replaces $u$ by $P/[m(1+\alpha/6)]$. The curvature of $E$ with respect to $P$ is $1/[m(1+\alpha/6)]$, as required. Within this trial state the expression for the mass has no $\alpha^2$ term.

### Why the two results must agree at first order

Substitute $m\mathbf u=\mathbf P-\boldsymbol\Pi$ in the trial energy:

$$
\frac{mu^2}{2}+\mathbf u\cdot\boldsymbol\Pi
=\frac{(\mathbf P-\boldsymbol\Pi)^2}{2m}+\frac{(\mathbf P-\boldsymbol\Pi)\cdot\boldsymbol\Pi}{m}
=\frac{P^2}{2m}-\frac{\Pi^2}{2m}.
$$

Hence $E=P^2/2m-\Pi^2/2m-G(\mathbf u)$. The cloud momentum is of order $\alpha$, so its square is of order $\alpha^2$. Replacing $\mathbf u$ by $\mathbf P/m$ in $G$, which is itself of order $\alpha$, also makes an error of order $\alpha^2$. What remains is $P^2/2m-G(\mathbf P/m)$, the second-order energy of the first derivation.

### What each derivation assumes

Both derivations assume the same physical model: one electron, a parabolic isotropic band, one phonon energy, linear coupling and three dimensions. The first needs $k<k_0$. The second needs only $mu<k_0$, and its equations have solutions for larger total momentum as well (for $\alpha=0.459$, $P=1.5k_0$ gives $mu=0.96k_0$), but the trial energy there lies above the energy of a polaron at rest plus one free phonon and no longer describes the lowest state. They also share the integral $G$. Their agreement therefore does not test the model itself.

The first derivation assumes that the energy can be expanded in $\alpha$. It makes no assumption about the form of the cloud, and it can be continued order by order. It supplies the inverse mass, so the last step is an inversion that must be truncated. Left untruncated, $1/(1-\alpha/6)$ diverges at $\alpha=6$, far outside the range in which a first-order curvature can be trusted.

The second derivation assumes a cloud without correlations between phonons, apart from their common dependence on the mean velocity. It does not require $\alpha$ to be small in order to define a trial energy. That energy is an upper bound to the lowest energy at total momentum $\mathbf P$. The mass comes from a difference between energies, however, and a bound on each energy does not bound the mass.

The fourth-order calculation shows what the trial state misses. At $P=0$ the trial energy is $-\alpha\omega$, whereas the expansion adds $-0.0159\alpha^2\omega$, which lies lower, as the bound requires. The $\alpha^2$ coefficient of $m^*/m$ is zero for the coherent cloud, $0.0278$ for the untruncated reciprocal and $0.0236$ for the complete calculation. At this order the reciprocal happens to be closer, although neither shortcut contains the full two-phonon contribution.

The limits follow from the definition of $\alpha$. If $\varepsilon_0=\varepsilon_\infty$, the lattice adds no polarization and the shift vanishes. If $\omega$ grows at fixed $m$ and fixed permittivities, $\alpha$ falls as $\omega^{-1/2}$ and the mass shift disappears, although the band-edge lowering $\alpha\omega$ grows as $\omega^{1/2}$. If $\omega$ falls, $\alpha$ grows and the first-order result eventually fails.

### A nitride drift layer

Consider a lightly doped n-type drift layer in a wide-gap III-nitride power device. Rough values for this class are $m=0.20$ electron masses, $\omega=0.090$ eV, $\varepsilon_\infty=5.3$ and $\varepsilon_0=9.5$. With one hartree equal to $27.211$ eV, $\omega=0.003307$ in atomic units, and

$$
\alpha=\left(\frac1{5.3}-\frac1{9.5}\right)
\sqrt{\frac{0.20}{2(0.003307)}}=0.0834\times5.50=0.459 .
$$

The length $1/k_0$ is $14.5$ angstrom, and the band edge falls by $0.459\times0.090=0.041$ eV. The fractional mass shift is $0.459/6=0.076$, which gives $m^*=0.20\times1.076=0.215$ electron masses, or $1.96\times10^{-31}$ kg. The complete $\alpha^2$ term would add $0.005$ to $m^*/m$. The input must be the mass for a rigid lattice; a mass that already includes the phonon cloud must not be multiplied again.

At $300$ K, $k_BT=0.0259$ eV and $n=0.032$. The shift at $k=0$ rises from $0.076$ to $0.079$, and the level width is $2(0.459)(0.032)(0.090)=0.0026$ eV. The momentum of the carriers matters more. With $A(x)=\arcsin(x)/x$, the velocity $dE/dk$ gives, to first order in $\alpha$,

$$
\frac{k}{mv}=1+\alpha(1+n)\frac{A'(x)}{2x},\qquad
A'(x)=\frac1{x\sqrt{1-x^2}}-\frac{\arcsin x}{x^2}.
$$

A carrier with the mean thermal energy $3k_BT/2=0.039$ eV has $x=0.656$ in the bare band, and its first-order shift is $0.129$. The value is approximate: the same energy measured in the dressed band corresponds to $x=0.692$ and a shift of $0.139$, and at zero temperature the $\alpha^2$ term at $x=0.656$ adds about $0.004$. The expression diverges at $x=1$, and about $7\%$ of a Maxwell distribution in the bare band lies above that threshold. The curvature mass is therefore not a mean transport mass at room temperature.

Other departures from the model can be estimated for the same layer:

- **Nonparabolic band.** For $\epsilon(1+\epsilon/E_g)=k^2/2m$, differentiation gives $k/(mv)=1+2\epsilon/E_g$. With a rough gap $E_g=3.4$ eV, the mean thermal energy changes this ratio by $0.023$.
- **Anisotropic mass.** Let $r_i$ be the reference mass $0.20$ divided by the mass along axis $i$. The expansion used for the isotropic band now gives the fractional shift
$$
\frac{\alpha}{2\pi^2}\int\frac{d^3s}{s^2}\,\frac{4r_is_i^2}{(1+\sum_jr_js_j^2)^3}.
$$
With a mass $10\%$ larger along one axis, the shift is $0.076$ along that axis and $0.079$ across it. The static permittivity of a wurtzite crystal also depends on direction, and this can matter more: with an isotropic mass and $\varepsilon_0=10.4$ along the axis against $9.5$ across it, the shift is about $0.082$ along the axis and $0.078$ across it.
- **Screening.** At $10^{16}$ cm$^{-3}$ the Debye length, calculated with $\varepsilon_\infty$, is $275$ angstrom. Multiplying $|V_q|^2$ by $[q^2/(q^2+\kappa^2)]^2$, with $\kappa$ the inverse Debye length, removes $1.4\%$ of the shift. This static estimate assumes that the carriers follow the phonon field without delay. Their plasma energy is only about $0.004$ eV, far below the phonon energy, so they do not screen a field at the phonon frequency as they screen a static one, and the estimate overstates the effect.
- **Finite zone.** Stopping the momentum integral at a rough zone edge of $1.0$ angstrom$^{-1}$ removes $0.05\%$ of the shift.

The inputs are rough values, so the third digit of $m^*$ has no material meaning. The assumption most clearly broken in operation is that of a carrier at rest. At $300$ K the first-order shift is $0.079$ for a carrier at rest and about $0.13$ to $0.14$ for one with the mean thermal energy. A power device usually runs hotter: at $450$ K, $n=0.109$, about $20\%$ of the carriers lie above the emission threshold, and the mean thermal energy corresponds to $x=0.80$, too close to the threshold for the first-order formula to be reliable. An electric field changes the momentum distribution as well, and can carry electrons past the emission threshold, where the formula above no longer applies. A carrier with the thermal speed $\sqrt{3k_BT/m}$ and the lifetime $1/\Gamma$ gains one phonon energy per free path at about $0.014$ MV/cm. This is an order-of-magnitude scale, because $\Gamma$ includes absorption at $k=0$ alone. While the layer conducts, its field is far below this scale: with a rough mobility of $1000$ cm$^2$/(V s), a current density of $1000$ A/cm$^2$ needs only about $0.0006$ MV/cm, and the carriers stay close to a thermal distribution. While the layer blocks, the field can reach the order of MV/cm, but the layer is then largely depleted. Neither the thermal distribution nor the mass at $k=0$ describes the few carriers that still cross it.

## Table of computed values

```
Quadrature curvature coefficient: 0.16670
Diagonalized mass slope: 0.16730
Exact linear coefficient 1/6: 0.16667
Fourth-order energy coefficient: -0.01592
Fourth-order curvature coefficient: 0.00415
Alpha-squared mass coefficient: 0.02363
Input band mass: 0.200 electron masses
Input phonon energy: 0.090 eV
Input high-frequency permittivity: 5.3
Input static permittivity: 9.5
Input temperature: 300 K
Input carrier density: 1.0e+16 cm^-3
Input band gap: 3.4 eV
Input parallel/perpendicular mass ratio: 1.10
Input zone-edge momentum: 1.0 angstrom^-1
Coupling constant alpha: 0.4587
Polaron length 1/k0: 14.55 angstrom
Band-edge lowering: 0.0413 eV
Mean phonon number in cloud: 0.2293
First-order fractional mass shift: 0.0764
Dressed mass: 0.2153 electron masses
Dressed mass in SI: 1.9612e-31 kg
Reciprocal-form mass ratio: 1.0828
Alpha-squared fractional mass term: 0.0050
Thermal energy kT: 0.0259 eV
Phonon occupation: 0.0317
Thermal k=0 mass shift: 0.0789
Absorption level width at k=0: 0.00262 eV
Mean thermal carrier energy: 0.0388 eV
Scaled momentum at that energy: 0.6564
Velocity-mass shift at that momentum: 0.1289
Carrier fraction above emission threshold: 0.0731
Nonparabolic fractional mass shift: 0.0228
Phonon energy divided by gap: 0.0265
Anisotropic parallel mass shift: 0.0757
Anisotropic perpendicular mass shift: 0.0786
Debye screening length: 275.2 angstrom
Fraction of mass shift lost to screening: 0.0141
Fraction of mass shift lost to finite zone: 0.000547
Density divided by band density: 0.00446
Carrier-heating field scale: 0.0137 MV/cm
```
